Why DFT eigenvalue gaps miss image-charge renormalization near a metal

Definitions and conventions

A neutral molecule has ground-state energy E(N), ionization energy I = E(N−1) − E(N), electron affinity A = E(N) − E(N+1) and fundamental gap I − A. Its center lies at height h above the image plane of a metal, the effective plane from which the classical image distance is measured. Hartree atomic units are used, and ΔX = X(h) − X(∞). HOMO and LUMO are the highest occupied and lowest unoccupied molecular levels; their energy difference is the eigenvalue gap.

The metal is first taken as an ideal grounded conductor with static response. Molecule and metal do not overlap, and the molecular charge is an integer in each physical state. The molecule stays neutral as long as the metal's work function Φ, referred to the same vacuum level, lies between A and I at the height considered.

Under these conditions the gap falls by 1/(2h) to leading order. The eigenvalue gap of a semilocal functional, or of a hybrid with fixed parameters, has no such term, provided the calculation itself keeps the molecule neutral. That requires −Φ to lie between the HOMO and LUMO eigenvalues, a narrower condition than A < Φ < I. This is a failure of the eigenvalues: total-energy differences from the same functionals can contain the missing energy.

The size of the effect

Place a charge q at height h above the plane z = 0. Adding a charge −q at the mirror position makes the potential vanish on the plane and leaves the source above it unchanged. It is therefore the required solution in the upper half-space. With R denoting reflection in the plane, the induced part of the interaction between unit charges at r and r′ is

ΔW(r,r′) = −1/|r − Rr′|.

A charge and its own image are 2h apart, so the induced potential at the charge is −q/(2h). This potential grows in proportion to the charge. Building the charge up from zero therefore costs

∫₀^q (−λ/2h) dλ = −q²/(4h).

The factor ½ relative to q times the final potential is the charging factor. The energy is the same for both signs of q. The cation and the anion are each lowered by 1/(4h), while the neutral molecule has no monopole and no energy of order 1/h. Hence

ΔI = −1/(4h),
ΔA = 0 − (−1/(4h)) = +1/(4h),
Δ(I − A) = −1/(2h).

On an energy diagram the removal level −I moves up and the addition level −A moves down. In practical units the gap reduction is about 13.6 eV divided by h in bohr.

A dielectric half-space of static permittivity ε is a useful second case. Above the surface the potential is q/r₁ + q′/r₂, where r₁ and r₂ are the distances from the charge and its mirror point; below it is q″/r₁. Continuity of the potential gives q + q′ = q″. Continuity of the normal displacement gives q − q′ = εq″, the minus sign arising because the mirror point lies on the other side of the surface. Eliminating q″,

q − q′ = ε(q + q′), so q′ = −q(ε − 1)/(ε + 1).

All image energies are multiplied by (ε − 1)/(ε + 1), which tends to 1 for the conductor and to 0 for vacuum.

Why a semilocal eigenvalue does not see it

A semilocal exchange-correlation potential at a point in the molecule is built from the density, its derivatives and possibly the kinetic-energy density near that point. Without overlap, these are the molecule's own quantities. The metal can then act only through the Hartree potential, which reflects the image of the neutral molecule. Emptying or filling a level is not part of the neutral calculation, so no image of an added charge appears. If instead the Fermi level lies outside the eigenvalue gap, the functional transfers a spurious fractional charge that varies with 1/h. The eigenvalue gap can then acquire a 1/h term unrelated to −1/(2h). For the LiH molecule treated below, the PBE HOMO lies at −4.40 eV. A reservoir with Φ = 5.3 eV and a point image would remove about 0.11 electron at large distance and 0.13 at 12 bohr, and the PBE gap would change by about +0.03/h. The calculations below hold the molecule neutral.

What remains is multipole electrostatics. For a dipole d parallel to the surface, the image dipole is −d at distance 2h. The field beside a dipole p at distance r is −p/r³, so the molecule feels

F = −(−d)/(2h)³ = d/(2h)³.

This field changes the eigenvalue gap when the HOMO and LUMO respond to it differently, and the change falls as h⁻³. For a perpendicular dipole the image is parallel to it. The potential d/(2h)² then moves both levels together as h⁻², while the field 2d/(2h)³ changes the gap, again as h⁻³.

Why fixed hybrid exchange does not help

A hybrid adds the operator

K(r,r′) = −a γσ(r,r′) w(|r − r′|),

where a is a fixed fraction and γσ(r,r′) = Σᵢ φᵢ(r)φᵢ*(r′) is the density matrix of one spin. The function w is 1/|r − r′| or a fixed range-separated part of it. When r lies in the molecule and r′ in the metal, every product φᵢ(r)φᵢ*(r′) vanishes without overlap, provided the orbitals remain on their own fragments. When both points lie in the molecule, K is the operator of the isolated molecule, apart from the small change of the orbitals in the image field of the neutral molecule. Exchange can open the gap by a large amount, but that amount has no term of order 1/h.

The same failure seen as a slope

Remove a fraction q of an electron from the HOMO. In a mean-field calculation the metal responds to the average charge q, so the image energy is −q²/(4h). Janak's theorem gives the eigenvalue as the derivative of the energy with respect to occupation. The occupation is 1 − q, which brings a minus sign:

Δε_H = −d/dq [−q²/(4h)] = q/(2h).

The shift is zero for the neutral molecule, 1/(4h) at half removal and 1/(2h) for the cation. Its average over the removal is

∫₀¹ q/(2h) dq = 1/(4h),

which is the shift of −I. The total-energy difference thus contains an image energy that the eigenvalue at the neutral starting point lacks.

The exact energy at fractional charge is an average over integer states. The metal responds to charge 0 with weight 1 − q and to charge 1 with weight q, giving −q/(4h). The same holds for a fraction of an added electron. The image energy is thus −|q|/(4h), with a kink at neutrality. With respect to electron number, the slope on the removal side changes by +1/(4h) and on the addition side by −1/(4h). The parabola has no kink.

The missing operator

Suppose the metal follows the electrons fast enough for its static response to apply. Eliminating it leaves the energy ½∫∫ρ̂(r)ΔW(r,r′)ρ̂(r′), where ρ̂ is the molecular charge-density operator. For its electronic part, with number density n̂,

n̂(r)n̂(r′) = δ(r − r′)n̂(r) + pair term.

The delta term is an electron interacting with its own image. It contributes the one-electron potential ½ΔW(r,r), called the Coulomb hole. Treating the pair term in mean field gives a Hartree part, which is the classical image already discussed, and an exchange part. The correction beyond Hartree is

ΔΣ(r,r′) = ½ΔW(r,r)δ(r − r′) − γσ(r,r′)ΔW(r,r′).

A point at height z is 2z from its image, so the first term is −1/(4z) and lowers both levels by about 1/(4h). The second has a positive sign because ΔW is negative. For level n it gives

+Σᵢ ∫∫ φₙ*(r)φᵢ(r) φᵢ*(r′)φₙ(r′)/|r − Rr′|,

summed over occupied orbitals of the same spin. If n is occupied, the term i = n contains two unit charges about 2h apart and gives 1/(2h). For i ≠ n, orthogonality makes the net charge of φₙ*φᵢ zero, and the leading dipole interaction falls as h⁻³. Therefore

HOMO: −1/(4h) + 1/(2h) = +1/(4h),
LUMO: −1/(4h) + 0 = −1/(4h).

The opposite signs come from the density matrix, a nonlocal object that distinguishes occupied from empty orbitals. A local potential with an image-like tail −1/(4z) resembles the first term alone. For orbitals centered at the same height it moves both levels down alike and leaves the gap unchanged at order 1/h.

LiH above an ideal conductor

A LiH molecule with a chosen bond length of 3.0 bohr lies parallel to the plane. It was computed with PBE in the def2-TZVP basis, and its eigenvalue gap also with PBE0. Coulomb integrals with mirrored basis functions supply the image field of the electrons, and mirrored point charges supply that of the nuclei; both are included self-consistently. The conductor has no explicit electrons here: non-overlap is an assumption of the model, and the calculation measures the image energy and the remaining electrostatics.

For the free molecule, PBE total energies give I = 0.2965 Ha and A = 0.0026 Ha, hence a gap of 0.2939 Ha. The basis has no added diffuse functions, and the digits quoted belong to this basis. Adding diffuse functions leaves I and the dipole nearly unchanged but raises A to about 0.015 Ha. It lowers the PBE and PBE0 eigenvalue gaps by about 0.003 and 0.005 Ha and increases the response of the gap to a field by about 10%. At 12 bohr it changes the total-energy gap shift from −0.0412 to −0.0417 Ha and the PBE eigenvalue shift from +0.00063 to +0.00069 Ha. The extra electron of the anion has a positive PBE eigenvalue with or without these functions. The eigenvalue gaps are 0.1049 Ha for PBE and 0.1641 Ha for PBE0.

Gap changes in Ha:

h = 12 bohr: point image −0.0417; total energies −0.0412; PBE eigenvalues +0.00063
h = 16 bohr: point image −0.0313; total energies −0.0310; PBE eigenvalues +0.00027
h = 24 bohr: point image −0.0208; total energies −0.0208; PBE eigenvalues +0.00008
h = 48 bohr: point image −0.0104; total energies −0.0104; PBE eigenvalues +0.00001

At 12 bohr the total-energy gap falls by 1.12 eV. The eigenvalue gap instead widens, by 0.017 eV in PBE and 0.018 eV in PBE0. The PBE eigenvalue gap therefore misses 1.12 + 0.02 = 1.14 eV of distance dependence, relative to PBE total energies.

The static self-energy, evaluated with free PBE orbitals, gives +0.0205 Ha for the HOMO and −0.0218 Ha for the LUMO at 12 bohr. The gap change is −0.0423 Ha, about 1.5% larger in size than the point value. The Coulomb hole alone gives −0.0211 and −0.0218 Ha, nearly a common shift. Exchange adds 0.0417 Ha to the HOMO and less than 0.0001 Ha to the LUMO.

Orbital size enters the hole term through s, the vertical displacement from the molecular center. Since ⟨s⟩ = 0 by symmetry,

⟨1/(h + s)⟩ ≈ (1/h)(1 + ⟨s²⟩/h²).

A vertically more extended orbital thus has a larger hole shift, as the LUMO does here.

The slope argument can be followed at h = 24 bohr. With 0, ½ and 1 electron removed, the HOMO-derived level shifts by −0.00002, 0.0104 and 0.0208 Ha. The formula q/(2h) gives 0, 0.0104 and 0.0208 Ha.

The small eigenvalue change is also accounted for. From 24 to 48 bohr it falls as h to the power −3.00 in both functionals. The molecular dipole is −2.204 atomic units along the direction from Li to H. At 48 bohr its image field is −2.204/96³ = −2.49 × 10⁻⁶ atomic units. A separate PBE calculation in a uniform field gives a gap change of −3.98 Ha per atomic unit of field. The product is +9.9 × 10⁻⁶ Ha, equal at this precision to the change found with the full image.

Explicit metal electrons

A small lattice model removes the classical conductor. Spinless electrons occupy two molecular sites at z = 5 and 3 bohr and six metal sites at z = 0, −2, …, −10 bohr. Nearest-neighbor hopping is 0.5 Ha in the molecule and 1.0 Ha in the metal, with none between them. The upper and lower molecular site energies are +0.1 and −0.1 Ha; the metal's are zero. Charges nᵢ − ½ interact through 1/√(D² + 1), with D their separation in bohr. The metal holds three electrons and the neutral molecule one.

Exact diagonalization gives a gap reduction of 0.0057 Ha due to the coupling. Independently, let v be the potential on the metal from a unit charge shared equally by the molecular sites. Second-order perturbation theory lowers the energy of either charged state by

P = Σₖ |⟨k|v|0⟩|²/(Eₖ − E₀),

where k runs over excited states of the metal. The predicted reduction is 2P = 0.0061 Ha, 6% above the exact value. The difference comes from the neutral state, which the estimate leaves out. The coupling lowers each charged state by 0.00304 Ha, equal to P at this precision. It also lowers the neutral state by 0.00017 Ha, which enters the gap twice with the opposite sign.

The self-consistent Hartree–Fock eigenvalue gap changes by only +0.00005 Ha, although the method has full exchange and explicit metal electrons. A small mixing between molecule and metal put into the starting density matrix disappeared during the iterations. The model shows the polarization mechanism only. Its short chain has a lowest excitation of 0.95 Ha, close to the molecule's own 1.02 Ha, so it is a gapped polarizable fragment rather than a metal. Its gap reduction falls much faster than 1/h with distance and does not establish the 1/h law.

What to do in practice

A direct diagnostic is to compute the gap at two large heights and divide its change by the change in 1/h. The result should approach −½. Between 24 and 48 bohr the total energies give

(−0.02076 + 0.01041)/(1/24 − 1/48) = −0.50,

whereas PBE eigenvalues give 0.003. Agreement at one height is a poor test. On approach to 12 bohr the total-energy gap falls to 0.2527 Ha and the PBE eigenvalue gap rises to 0.1055 Ha. Their difference shrinks from 0.189 to 0.147 Ha although the eigenvalues contain no image correlation.

For a weakly coupled molecule, the simplest remedy is to start from reliable gas-phase values of I and A and apply ∓1/(4h). Electrostatic shifts common to both levels, such as those of an interface dipole, must be added separately. Total-energy differences are an alternative if the charge is held on the molecule and the metal is free to polarize. A GW calculation including the metal's screening supplies the nonlocal term directly.

Changing the exchange fraction with distance can imitate the gap. Between PBE and PBE0 the free gap rises by 0.0593 Ha for a fraction of 0.25, or 0.237 Ha per unit fraction. If this is linear, imitating a reduction of 0.042 Ha at 12 bohr requires lowering the fraction by about 0.18. The adjustment belongs to that height and does not ensure that each level is correct.

The image-plane position matters increasingly at short range. An error δ in h changes the predicted reduction by about δ/(2h²). At 12 bohr, δ = 1 bohr gives 0.0035 Ha, or 0.09 eV. Closer in, the effects of finite orbital size and molecular polarization also grow, and overlap brings hybridization and level broadening. The point formula then ceases to be a controlled estimate. It also fails if I − 1/(4h) falls below Φ or A + 1/(4h) rises above it, because charge transfer then changes the reference state. If the metal cannot follow the relevant electronic motion, the static ΔW must be replaced by a frequency-dependent one.
